# Orbital lowering of a nanotube Schottky barrier in an axial field

**Question**

I have a semiconducting carbon nanotube, 2 nm in diameter, with a metal contact whose Fermi level is pinned at midgap. The Fermi velocity is $8\times10^5$ m/s. I want the orbital lowering of the smallest electron barrier in a 10 T field along the tube, ignoring Zeeman splitting.

I know that the flux changes the gap, but I am stuck on three points. Does the barrier change by the whole gap change or by half of it? Why should the barrier go down, when an orbital moment can point either way? And can I put the lowering into $\exp(\delta/k_BT)$ to get the change in thermionic conductance?

**Answer**

The barrier changes by half the gap change. One valley's barrier goes down and the other's goes up, so the smallest one goes down, here by 4.0 meV. The simple exponential describes the lower valley alone, not the sum over valleys.

I use the Dirac bands of a thin cylindrical shell of radius $R=d/2$. "Barrier" means the conduction-band edge at the contact, measured from the metal Fermi level, before image-force rounding and tunnelling. The Fermi level is taken to stay at midgap when the field is on.

**The barrier without a field**

Let the circumference vector be $\mathbf C=n_1\mathbf a_1+n_2\mathbf a_2$, with lattice vectors at 60°. The two valleys sit at $s\mathbf K$, $s=\pm1$, where $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$. If $q$ is the circumferential wave number measured from the valley, a single-valued wave function needs

$$
2\pi Rq+s\,\frac{2\pi(n_1-n_2)}{3}=2\pi\times\text{integer}.
$$

In a semiconducting tube $n_1-n_2$ is not a multiple of 3, which leaves a remainder of one third. With a suitable choice of which valley is called $s=+1$,

$$
q=\frac{1}{R}\left(m+\frac{s}{3}\right),\qquad m\ \text{an integer}.
$$

The smallest $|q|$ is $1/(3R)$ in both valleys. With $k$ the wave number along the tube, the Dirac energy is

$$
E=\pm\hbar v\sqrt{k^2+q^2}.
$$

The band edges lie at $k=0$, symmetrically about midgap. The electron barrier is therefore half the gap:

$$
\Delta_0=\frac{\hbar v}{3R}=\frac{2\hbar v}{3d}
=\frac{2(0.5266\ \text{eV nm})}{3(2\ \text{nm})}=0.1755\ \text{eV}.
$$

**What the field does**

The line integral of the vector potential around the tube equals the enclosed flux, so $2\pi RA=\pi R^2B$ and $A=BR/2$. An electron has charge $-e$, so its kinetic momentum around the tube is $\hbar q+eA$. Hence

$$
q\longrightarrow q+\frac{eBR}{2\hbar}=q+\frac{f}{R},
\qquad f=\frac{\pi R^2B}{h/e}.
$$

The two forms agree because $h=2\pi\hbar$. The shift has the same sign in both valleys, while the starting values $\pm1/(3R)$ have opposite signs. This answers your second point: the field moves one valley towards $q=0$ and the other away from it. For $0\le f<1/6$ the two barriers are

$$
\Delta_-=\frac{\hbar v}{R}\left(\frac13-f\right),\qquad
\Delta_+=\frac{\hbar v}{R}\left(\frac13+f\right).
$$

The lowering of the smaller one is

$$
\delta=\Delta_0-\Delta_-=\frac{\hbar v}{R}f
=\frac{\hbar v}{R}\,\frac{eBR^2}{2\hbar}
=\frac{evRB}{2}=\frac{evdB}{4}.
$$

Dividing by $e$ gives the energy in electronvolts:

$$
\frac{\delta}{e}=\frac{(8\times10^5\ \text{m/s})(2\times10^{-9}\ \text{m})(10\ \text{T})}{4}
=4.0\times10^{-3}\ \text{V},
$$

so $\delta=4.0$ meV. The smallest barrier falls from 175.5 to 171.5 meV, and the other valley's rises to 179.5 meV. The gap of the lower valley shrinks by $2\delta=8.0$ meV, half at each band edge. Since the Fermi level stays at midgap, the electron barrier receives one of these halves.

**The same result from the orbital moment**

At $k=0$ the velocity around the tube is

$$
\frac1\hbar\frac{\partial E}{\partial q}=\frac{\hbar v^2q}{E}=v\,\mathrm{sgn}(q)
$$

in the conduction band. The electron circles at speed $v$, in opposite senses in the two valleys. Its current has magnitude $ev/(2\pi R)$ and encloses the area $\pi R^2$, so the moment is

$$
\mu=\frac{ev}{2\pi R}\,\pi R^2=\frac{evR}{2},
$$

or 0.40 meV/T here. In the valley with $q<0$ the negative charge circles backwards, its current runs forwards, and the moment points along the field. The energy $-\mu B$ is the lowering found above.

**Where the linear law ends**

At 10 T the flux fraction is $f=0.0076$. The relative lowering is $\delta/\Delta_0=3f$, or 2.3%. At fixed $v$ and $B$, a wider tube has a larger $\delta\propto d$ and a smaller $\Delta_0\propto1/d$, so the relative effect grows as $d^2$.

The lower valley's gap closes at $f=1/3$, which for this tube means about 439 T. Between $f=1/3$ and $f=1/2$ the smallest barrier is $(\hbar v/R)(f-1/3)$ and rises again. Reversing the field exchanges the roles of the valleys.

**Does a real lattice change the number?**

I compared the formula with nearest-neighbour tight-binding tubes at 10 T, choosing the hopping $t$ to reproduce your velocity. A (25,0) tube of diameter 1.958 nm gives 3.82 meV, which is 0.975 of the formula evaluated at its own diameter. A (26,0) tube of diameter 2.036 nm gives 4.16 meV, a ratio of 1.022.

The deviations can be traced. In an $(n,0)$ tube at $k=0$, each atom has one axial bond and two oblique bonds with phases $e^{\pm i\theta}$. Summing the three gives

$$
E=\pm t\,|1+2\cos\theta|,\qquad \theta=\frac{\pi(p+f)}{n},
$$

with $p$ an integer. Away from gap closing, the magnitude of the slope with flux is

$$
\left|\frac{dE}{df}\right|=\frac{2\pi t}{n}|\sin\theta|.
$$

The Dirac slope corresponds to $\theta=120^\circ$. The relevant state has $p=17$ in the (26,0) tube, where $\theta$ is slightly below 120° and the sine is larger. In the (25,0) tube the magnitude of the angle is slightly above 120° and the sine is smaller. So within nearest-neighbour hopping $\delta$ carries a lattice uncertainty of up to about 2.5% at this diameter unless you know which tube you have. The size depends on the model: a trial third-neighbour hopping of $0.1t$, at the same velocity, raises the deviations of these two tubes to about 4%. Zigzag tubes are the extreme case, and near-armchair tubes follow the formula much more closely.

Curvature can matter more for the barrier than for its lowering. Weakening the oblique bonds of the (26,0) tube by a trial 0.2% moves the zero-field barrier by 4.6 meV but changes the lowering by only 0.008 meV. The bond change moves the starting value of $|q|$ and leaves the slope with flux nearly unchanged.

Electron-hole asymmetry can also move midgap itself. A trial second-neighbour hopping of 0.1 eV moves it by 0.02 meV in this field, and a trial nearest-neighbour orbital overlap of 0.13 moves it by about 0.07 meV the other way, so the size and sign depend on the model. Such a shift would enter the barrier if the metal level stayed at the zero-field midgap instead of following it.

**Your question about the conductance**

Take the electron conductance over the barrier at small bias, with unit transmission above the edge and the lowest subband alone. Each valley has two spins, so

$$
G=\frac{2e^2}{h}\sum_s\int_{\Delta_s}^{\infty}
\left(-\frac{\partial f_F}{\partial E}\right)dE
=\frac{2e^2}{h}\sum_s f_F(\Delta_s),
$$

where $f_F$ is the Fermi function and energies are measured from the metal Fermi level. For $\Delta_s\gg k_BT$, $f_F(\Delta_s)\simeq e^{-\Delta_s/k_BT}$, and therefore

$$
\frac{G(B)}{G(0)}\simeq
\frac{e^{-(\Delta_0-\delta)/k_BT}+e^{-(\Delta_0+\delta)/k_BT}}
{2e^{-\Delta_0/k_BT}}
=\cosh\frac{\delta}{k_BT}.
$$

At 300 K, $k_BT=25.85$ meV. The lower valley's contribution grows by 17%, but the total grows by only 1.2%, because the linear changes of the two valleys cancel. At 77 K the corresponding increases are 83% and 19%.

**Tunnelling can hide this**

Suppose the bands fall linearly away from the contact with electric field $F$. An electron at the metal Fermi level starts at midgap, and at distance $x$ its energy above the local midgap is $eFx$. Inside the gap, $E^2=\hbar^2v^2(k^2+q^2)$ gives an imaginary $k$ with decay constant

$$
\kappa(x)=\frac{\sqrt{\Delta^2-(eFx)^2}}{\hbar v},
$$

up to the exit point $x=\Delta/(eF)$. With $u=eFx/\Delta$, the WKB transmission is

$$
T=\exp\left(-2\int_0^{\Delta/eF}\kappa\,dx\right)
=\exp\left(-\frac{2\Delta^2}{\hbar v\,eF}\int_0^1\sqrt{1-u^2}\,du\right)
=\exp\left(-\frac{\pi\Delta^2}{2\hbar v\,eF}\right),
$$

because the last integral is $\pi/4$. For a round $F=0.1$ MV/cm, or 0.01 V/nm, the path is 17.6 nm long and $T\approx1.0\times10^{-4}$ without the magnetic field. WKB fixes only the exponent. The prefactor depends on the contact: solving the Dirac equation with a gapless lead gives about $2\times10^{-4}$. The estimate also leaves out the image force discussed below, which would raise the WKB value about threefold. At 77 K the thermal factor $e^{-\Delta_0/k_BT}$ is about $3\times10^{-12}$, so tunnelling swamps the thermionic change. The tunnelling current has its own magnetic-field dependence, because $\Delta^2$ stands in the exponent, so the conductance still changes but no longer by the $\cosh$ factor above. At 300 K the thermal factor is $1.1\times10^{-3}$. Comparing it with $T$ does not give the full current, since electrons can also tunnel at energies between the Fermi level and the barrier top. In this model they carry most of the current at 300 K, about 84% with the WKB transmission integrated over the thermal window. Summed over both valleys and all energies, the 10 T field then raises the conductance by about 1.5% at 300 K and about 8% at 77 K.

**How this compares with a device**

A 2 nm tube on an oxide is a realistic channel, but firm midgap pinning is an idealization: in real nanotube contacts the barrier also depends on the metal. A different alignment changes the barrier itself. It leaves $\delta$ alone if the metal level keeps a fixed distance from midgap. The result is proportional to $v$, so $10^6$ m/s would give 5 meV at the same diameter and field. The formula is a single-particle one. Electron interactions change the gap and the effective velocity, and measured orbital moments of nanotubes can exceed $evR/2$ at the nominal diameter, so for a real tube 4.0 meV is an estimate.

At the contact field assumed above, the image force lowers the barrier by much more than the magnetic field does. For a point charge near a flat metal, the band edge becomes

$$
V(x)=\Delta-eFx-\frac{K}{x},\qquad
K=\frac{e^2}{16\pi\varepsilon_0\varepsilon_r}.
$$

Setting $dV/dx=0$ gives $x=\sqrt{K/(eF)}$ and a lowering of $2\sqrt{KeF}$. With $\varepsilon_r=3.9$ and the same $F$, this is about 61 meV, with the top 3.0 nm from the metal. That distance is comparable with the tube diameter, so the point-charge estimate is rough. In this model the image term does not depend on $B$, and the top of the barrier still drops by $\delta$ when the magnetic field is applied.

The contact field $F$ is an assumed value, and the tunnelling depends on it strongly. At 1 MV/cm the tunnelling exponent would be ten times smaller, about 0.9, and neither WKB nor a purely thermionic picture would be reliable. The image-force formula would then give a lowering of 0.19 eV, more than the whole barrier. The Zeeman shift you chose to ignore is 0.58 meV for $g=2$, about one seventh of the orbital lowering. Spin-orbit coupling is left out too. The numerical output below lists the values used here.

## Calculated quantities

```
Diameter: 2.0 nm
Fermi velocity: 8.0e+05 m/s
Axial field: 10.0 T
hbar*v: 0.5266 eV nm
Flux through tube: 3.1416e-17 Wb
Flux quantum h/e: 4.1357e-15 Wb
Flux fraction: 0.007596
Zero-field barrier: 175.52 meV
Lower valley barrier in field: 171.52 meV
Upper valley barrier in field: 179.52 meV
ORBITAL LOWERING: 4.000 meV
Lowering per tesla: 0.400 meV/T
Relative lowering: 2.28 %
Gap-closing field: 438.8 T
Lattice constant: 0.246 nm
Lattice hopping from velocity: 2.472 eV
(25,0) tube: diameter 1.958 nm, lowering 3.818 meV, lattice/formula 0.9752
(26,0) tube: diameter 2.036 nm, lowering 4.162 meV, lattice/formula 1.0222
(50,0) tube: diameter 3.915 nm, lowering 7.919 meV, lattice/formula 1.0114
(52,0) tube: diameter 4.072 nm, lowering 8.052 meV, lattice/formula 0.9887
(26,0) lowering, 8 k points: 4.15910 meV
Shift on doubling k mesh: 0.00228 meV
Second-neighbour hopping: 0.10 eV
Midgap motion it causes: 0.0235 meV
Oblique-bond weakening: 0.2 %
Barrier shift it causes: 4.59 meV
Change of lowering: -0.0083 meV
Omitted Zeeman shift (g=2): 0.579 meV
300 K: thermal energy 25.85 meV
300 K: lower-valley thermionic ratio 1.167
300 K: two-valley conductance ratio 1.0120
300 K: zero-field Boltzmann factor 1.13e-03
77 K: thermal energy 6.64 meV
77 K: lower-valley thermionic ratio 1.827
77 K: two-valley conductance ratio 1.1873
77 K: zero-field Boltzmann factor 3.25e-12
Second-subband weight at 300 K: 1.13e-03
Contact electric field: 0.10 MV/cm
Tunnelling length at B=0: 17.55 nm
WKB transmission at B=0: 1.02e-04
WKB transmission, lower valley in field: 1.54e-04
WKB transmission ratio, lower valley: 1.513
Relative permittivity: 3.9
Image-force lowering: 60.8 meV
Distance of barrier top from metal: 3.04 nm
```
